# Why the Full Spin Current Vanishes in Localized Energy Eigenstates, part 1

(Sections cited here and not found follow in the second part.)

## First half: one electron in a dot

An electron sits in the lowest level of a quantum dot defined by gates on an InAs-like semiconductor. It does not leave the dot, its charge density is constant in time, and its mean velocity is zero. Spin–orbit coupling nevertheless ties the direction of its spin to the direction of its motion. The part of the state moving to the right may carry spin along $+y$ and the part moving to the left spin along $-y$. The average of velocity times spin is then nonzero, as if spin were flowing steadily through an object in which nothing changes. Is this a transport of spin, or has something been left out of the current?

### The definition

Let $s_k=\hbar\sigma_k/2$ be the spin components, with Pauli matrices $\sigma_k$. The quantity $r_js_k$ is the spin dipole: it records where the spin is. Its rate of change defines the spin current

$$J_j^k=\frac{d(r_js_k)}{dt}=\frac{1}{i\hbar}[r_js_k,H].$$

The lower index gives the direction of flow and the upper one the spin component. The spin dipole can change because the electron moves, and also because its spin turns at a place away from the origin. To separate the two, expand the commutator. Position and spin commute, so the product may be written in either order:

$$[r_js_k,H]=r_j[s_k,H]+[r_j,H]s_k,$$

$$[s_kr_j,H]=s_k[r_j,H]+[s_k,H]r_j.$$

The left sides are equal. Half the sum, with velocity $v_j=[r_j,H]/(i\hbar)$ and torque $\tau_k=[s_k,H]/(i\hbar)$, is

$$J_j^k=\tfrac12\{v_j,s_k\}+\tfrac12\{r_j,\tau_k\},\qquad \{A,B\}=AB+BA.$$

The first term is the conventional spin current and the second is the torque dipole. The symmetrized products are needed because spin–orbit coupling puts spin into the velocity and momentum into the torque.

### A narrow channel

The simplest case has motion along $x$ alone:

$$H_1=\frac{p^2}{2m}+V(x)-\frac{\alpha}{\hbar}\sigma_yp,$$

where $\alpha$ is the Rashba coefficient, an energy times a length. Since $\sigma_y^2=1$, the square can be completed:

$$H_1=\frac{1}{2m}\left(p-\frac{m\alpha}{\hbar}\sigma_y\right)^2+V(x)-\frac{m\alpha^2}{2\hbar^2}.$$

Write $\psi=e^{im\alpha x\sigma_y/\hbar^2}\varphi(x)\chi$, with a constant spinor $\chi$. The momentum acting on the exponential produces $+m\alpha\sigma_y/\hbar$, which cancels the shift in the bracket. Hence $\varphi$ is a bound state of the ordinary problem $p^2/2m+V$. Such a state in one dimension can be chosen real, so

$$\langle\varphi|p|\varphi\rangle=-i\hbar\int\varphi\varphi'\,dx=-\frac{i\hbar}{2}\big[\varphi^2\big]_{-\infty}^{\infty}=0.$$

The velocity is $v=p/m-\alpha\sigma_y/\hbar$. On $\psi$ it acts as $p/m$ acts on $\varphi$, and therefore $\langle\tfrac12\{v,s_y\}\rangle=0$. Also $[s_y,H_1]=0$, so there is no torque on this component. Both parts of $J_x^y$ vanish separately.

One feature will return. The piece $\langle p\sigma_y\rangle/m$ equals $+\alpha/\hbar$, and the spin–orbit piece of the velocity contributes $-\alpha/\hbar$. Two large pieces cancel. With $\alpha=0$ each is zero by itself.

### A circular dot

In two dimensions the couplings to $p_x$ and $p_y$ contain different Pauli matrices, and a single phase factor cannot remove both. Take

$$H=\frac{p_x^2+p_y^2}{2m}+\frac{m\omega_0^2}{2}(x^2+y^2)+\frac{\alpha}{\hbar}(\sigma_xp_y-\sigma_yp_x).$$

From $[x,p_x]=i\hbar$ the velocity is $v_x=p_x/m-\alpha\sigma_y/\hbar$. For the torque, $[s_y,\sigma_x]=\tfrac{\hbar}{2}(-2i\sigma_z)=-i\hbar\sigma_z$, while $s_y$ commutes with the other spin–orbit term. Thus

$$\tau_y=\frac{1}{i\hbar}\,\frac{\alpha}{\hbar}\,p_y(-i\hbar\sigma_z)=-\frac{\alpha}{\hbar}p_y\sigma_z.$$

The two parts of the current are

$$\tfrac12\{v_x,s_y\}=\frac{\hbar}{2}\left(\frac{p_x\sigma_y}{m}-\frac{\alpha}{\hbar}\right),\qquad \tfrac12\{x,\tau_y\}=-\frac{\alpha}{\hbar}xp_y\sigma_z.$$

Now measure length in $l_0=\sqrt{\hbar/(m\omega_0)}$, momentum in $\hbar/l_0$ and energy in $\hbar\omega_0$. Capital letters $X,Y,P_x,P_y$ denote the dimensionless variables, and

$$\frac{H}{\hbar\omega_0}=\tfrac12(P^2+X^2+Y^2)+aW,$$

$$W=\sigma_xP_y-\sigma_yP_x,\qquad a=\frac{\alpha}{l_0\hbar\omega_0}.$$

Since $\hbar/(ml_0)=l_0\omega_0$ and $\alpha/\hbar=al_0\omega_0$, the averages of the two parts in units of $(\hbar/2)l_0\omega_0$ are

$$C=\langle P_x\sigma_y\rangle-a,\qquad D=-2a\langle XP_y\sigma_z\rangle.$$

### What symmetry supplies

The total angular momentum $L_z+s_z$ commutes with $H$. For weak coupling the ground level is a pair of states with values $\pm\hbar/2$. A quarter turn replaces every $x$ component by the $y$ component and every $y$ component by minus the $x$ component. Averages in a state of definite total angular momentum are unchanged by it, so

$$\langle P_x\sigma_y\rangle=-\langle P_y\sigma_x\rangle,\qquad\langle XP_y\sigma_z\rangle=-\langle YP_x\sigma_z\rangle.$$

The first relation gives $\langle W\rangle=-2\langle P_x\sigma_y\rangle$. The second gives $\langle XP_y\sigma_z\rangle=\tfrac12\langle L_z\sigma_z\rangle/\hbar$.

Time reversal changes the signs of momentum and spin, leaves both operators unchanged, and exchanges the two ground states. The states therefore have equal values of $C$ and $D$. The operators change the total angular momentum by $0$ or $\pm2\hbar$, whereas the two states differ by $\hbar$. Cross terms vanish, and the values hold for any combination of the pair.

Let $\varepsilon(a)$ be the ground energy in units of $\hbar\omega_0$. The derivative of an eigenvalue with respect to a parameter is the average of the derivative of the Hamiltonian, so $\varepsilon'=\langle W\rangle$. Hence

$$C=-\tfrac12\varepsilon'(a)-a,\qquad D=-a\,\frac{\langle L_z\sigma_z\rangle}{\hbar}.$$

### Solving for weak coupling

Define $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$ and $P_\pm=P_x\pm iP_y$. Multiplying out,

$$\sigma_+P_--\sigma_-P_+=-i\sigma_xP_y+i\sigma_yP_x=-iW,$$

so $W=i(\sigma_+P_--\sigma_-P_+)$. Start from the oscillator ground state $|0\rangle$ with spin up. Its momentum density is $e^{-P^2}/\pi$. With $t=P^2$, averages are integrals over $e^{-t}\,dt$, which give $\langle t\rangle=1$ and $\langle t^2\rangle=2$.

The state $|1\rangle=P_+|0\rangle$ is normalized because $\langle P^2\rangle=1$. It has energy $2$ and $L_z=\hbar$. Next, $P_-|1\rangle=P^2|0\rangle=|0\rangle+|2\rangle$, where $|2\rangle=(P^2-1)|0\rangle$ has norm squared $2-2+1=1$, energy $3$ and $L_z=0$. Finally, $P_+|2\rangle$ has norm squared $\int t(t-1)^2e^{-t}dt=6-4+1=3$. Its overlap with $|1\rangle$ is $\langle0|P^2|2\rangle=1$. The rest has norm squared $2$ and defines a normalized state $|3\rangle$, with energy $4$ and $L_z=\hbar$:

$$P_+|2\rangle=|1\rangle+\sqrt2\,|3\rangle.$$

Write the eigenstate, before normalization, as

$$|0{\uparrow}\rangle+c_1|1{\downarrow}\rangle+c_2|2{\uparrow}\rangle+c_3|3{\downarrow}\rangle+\dots$$

Projecting the eigenvalue equation on the first four states gives

$$\varepsilon-1=iac_1,\qquad(\varepsilon-2)c_1=-ia(1+c_2),$$

$$(\varepsilon-3)c_2=ia(c_1+\sqrt2c_3),\qquad(\varepsilon-4)c_3=-i\sqrt2ac_2+O(a^5).$$

At lowest order, $c_1=ia$, $c_2=a^2/2$ and $c_3=i\sqrt2a^3/6$. The first equation gives $\varepsilon=1-a^2+\dots$. Putting this into the second,

$$c_1=\frac{ia(1+a^2/2)}{1+a^2}=ia\left(1-\frac{a^2}{2}\right)+O(a^5),$$

so $\varepsilon=1-a^2+a^4/2+O(a^6)$. One more round uses the third equation:

$$c_2=\frac{a^2-a^4/6}{2+a^2}=\frac{a^2}{2}-\frac{a^4}{3}+O(a^6).$$

With $2-\varepsilon=1+a^2-a^4/2$, the second equation then yields

$$c_1=ia\left(1-\frac{a^2}{2}+\frac{2a^4}{3}\right)+O(a^7),$$

$$\varepsilon=1-a^2+\frac{a^4}{2}-\frac{2a^6}{3}+O(a^8).$$

Therefore

$$C=-\tfrac12(-2a+2a^3-4a^5)-a=-a^3+2a^5+O(a^7).$$

The linear terms cancel, as they did in the channel. What remains is cubic and comes from the two-dimensional structure of the coupling.

The torque dipole follows from the state itself. At the order needed, $L_z\sigma_z$ receives a contribution from $|1{\downarrow}\rangle$ alone, equal to $-\hbar$ times its weight. That weight is $|c_1|^2=a^2(1-a^2)$ divided by the total norm $1+a^2$. Thus

$$\frac{\langle L_z\sigma_z\rangle}{\hbar}=-a^2(1-2a^2)+O(a^6),\qquad D=a^3-2a^5+O(a^7).$$

The two parts cancel through fifth order. Physically, the coupling mixes in an orbit that circulates one way with its spin reversed. The torque on that circulating spin, weighted by position, offsets the flow.

Diagonalization confirms the expansion. At $a=0.02$ the ratio $C/(-a^3)$ is $0.99920$, in agreement with $1-2a^2=0.9992$. At $a=0.1$ the ground energy is $0.9900493$, while the series gives $0.99005-0.0000007$.

### Numbers for the dot

Take the rough typical values $m=0.025\,m_e$, $\alpha=20$ meV nm and $\hbar\omega_0=5$ meV. They give $l_0=24.69$ nm and $l_0\omega_0=187.6$ nm/ps. The coupling is

$$a=\frac{20}{24.69\times5}=0.162.$$

In units of $(\hbar/2)$ nm/ps, the kinetic piece of the conventional current is $29.63$ and the spin–orbit piece is $-30.39$. Their sum is $-0.76$. The leading estimate $-187.6\,a^3$ is $-0.80$, about 5% larger in magnitude than the computed value, as the factor $1-2a^2$ leads one to expect.

For the torque dipole, $\langle L_z\sigma_z\rangle=-0.0249\,\hbar$, and $D$ becomes $0.162\times0.0249\times187.6=0.76$. The largest element of the total current within the ground pair is $5\times10^{-14}$ in the same units, at the level of rounding. The cancellation is evidently not limited to the orders computed above.

### A tempting proof, and a wave that defeats it

There is a one-line argument. If $H\psi=E\psi$ and $A=r_js_k$, then

$$\langle[A,H]\rangle=\langle A\rangle E-E\langle A\rangle=0.$$

It does not mention localization, so test it on an unconfined Rashba electron. The wave $e^{ikx}$ with $\sigma_y=+1$ has energy $\hbar^2k^2/2m-\alpha k$. Its torque density vanishes for all three components. Indeed $\tau_y\propto p_y$ gives zero, while $\tau_x$ and $\tau_z$ are proportional here to $\sigma_z$ and $\sigma_x$, whose averages vanish in a state of definite $\sigma_y$. The conventional current per electron is

$$\frac{\hbar}{2}\left(\frac{\hbar k}{m}-\frac{\alpha}{\hbar}\right).$$

For $k=0.1$ nm$^{-1}$ and the same material parameters it is about $433\,(\hbar/2)$ nm/ps, with no torque dipole density to cancel it. The argument fails because $\langle A\rangle$ does not exist for this wave: position is unbounded and the wave cannot be normalized. A proof has to show where localization enters.

## Second half: the general theorem

The symbols carried over are the spin $s_k=\hbar\sigma_k/2$, the velocity $v_j$, the torque $\tau_k$, and the spin current

$$J_j^k=\frac{d(r_js_k)}{dt}=\tfrac12\{v_j,s_k\}+\tfrac12\{r_j,\tau_k\}.$$

In a circular Rashba dot of length $l_0$ and frequency $\omega_0$, with $a=\alpha/(l_0\hbar\omega_0)$, the conventional part is $-a^3+2a^5$ and the torque dipole is $a^3-2a^5$, in units of $(\hbar/2)l_0\omega_0$ and through fifth order. The Rashba plane wave of the example has a nonzero conventional part and no torque density.

### Hamiltonian and conditions

Let one electron have the time-independent Hamiltonian

$$H=\sum_j\frac{\pi_j^2}{2m}+V(\mathbf r)+\sum_ih_i\sigma_i,$$

$$h_i=\tfrac12\sum_j\{\pi_j,\Lambda_{ij}(\mathbf r)\}+b_i(\mathbf r).$$

Here $\pi_j=-i\hbar\partial_j+eA_j$ is the kinetic momentum for charge $-e$ in a static vector potential. The real functions $\Lambda_{ij}$ and $b_i$ are smooth and bounded, and so are the derivatives of $\Lambda_{ij}$. The class contains Rashba coupling, Dresselhaus coupling linear in momentum, and Zeeman fields. The potential $V$ is real, and any attractive singularity is weak enough for the kinetic energy to control, so that the energy is bounded below.

Since $[r_j,\pi_l]=i\hbar\delta_{jl}$, the velocity is

$$v_j=\frac{\pi_j}{m}+\sum_i\Lambda_{ij}\sigma_i.$$

Since $[s_k,\sigma_i]=i\hbar\sum_n\epsilon_{kin}\sigma_n$, with $\epsilon$ the antisymmetric symbol, the torque is

$$\tau_k=\sum_{in}\epsilon_{kin}h_i\sigma_n=(\mathbf h\times\boldsymbol\sigma)_k.$$

For the Rashba dot $h_x=\alpha p_y/\hbar$ and $h_z=0$, so $\tau_y=h_z\sigma_x-h_x\sigma_z=-\alpha p_y\sigma_z/\hbar$, as before.

The state is localized in the following sense: $\psi$ is normalized, its kinetic energy is finite, and $r_l\psi$ is square integrable for the direction $l$ of the current. The claim is that $\langle J_l^k\rangle=0$ for every spin component $k$.

### A bounded stand-in for position

The difficulty with $r_ls_k$ is that $r_l$ grows without limit. Replace it first by a real function $f(\mathbf r)$ that is bounded and has bounded derivatives $g_j=\partial_jf$. If $\psi$ has finite kinetic energy, then so has $fs_k\psi$, because

$$\pi_j(fs_k\psi)=fs_k\pi_j\psi-i\hbar g_js_k\psi,$$

and both terms are square integrable.

This allows the eigenvalue equation to be used in its weak form. Multiply $H\psi=E\psi$ from the left by a trial spinor $\phi$, integrate, and move one momentum of each pair onto $\phi$:

$$\sum_j\frac{\langle\pi_j\phi|\pi_j\psi\rangle}{2m}+\langle\phi|V\psi\rangle+\sum_i\langle\phi|b_i\sigma_i\psi\rangle$$

$$+\tfrac12\sum_{ij}\big[\langle\pi_j\phi|\Lambda_{ij}\sigma_i\psi\rangle+\langle\Lambda_{ij}\sigma_i\phi|\pi_j\psi\rangle\big]=E\langle\phi|\psi\rangle.$$

Put $\phi=fs_k\psi$ and take the imaginary part. The right side is real, because $fs_k$ is Hermitian, and the potential term is real for the same reason. The other terms are treated in turn.

**Kinetic term.** The piece $\langle fs_k\pi_j\psi|\pi_j\psi\rangle$ is real. In the other piece the factor $-i\hbar$ stands in the bra and becomes $+i\hbar$. The imaginary part of the term is therefore

$$\frac{\hbar}{2m}\sum_j\mathrm{Re}\int g_j\,\psi^\dagger s_k\pi_j\psi.$$

In the circular dot the conventional spin current and the torque dipole cancel through fifth order in the coupling, and numerically to rounding in the InAs-like example; for the general proof, the kinetic term of the weighted balance is now in hand. The spin–orbit and Zeeman terms remain to be evaluated, and the bounded function $f$ must then be taken to the position $r_l$ itself.
